# How Often Is a 20 nm Transistor Free of Active Traps?

## Question

A transistor has a square gate, 20 nm on each side. Over a large area, its gate stack contains on average \(10^{11}\) active traps per square centimetre. What is the chance that one such transistor, picked at random, contains no active trap? How does that chance change with gate size and trap density, and how far can the estimate be trusted?

## Answer

### What is being counted

A trap is a defect that can capture a charge carrier from the channel and release it again. Each capture or release shifts the channel current a little, so a single trap can make the current switch between two levels. A trap that is permanently full or permanently empty produces no such switching.

A trap is called active here if two conditions hold. Its equilibrium occupancy lies between 5 and 95 percent, and its switching times fall within the range that the measurement can follow. The density \(N=10^{11}\ \mathrm{cm^{-2}}\) counts active traps and nothing else. It is neither a total defect density nor a density per unit energy.

The gate area is

\[
A=(20\ \mathrm{nm})^2=400\ \mathrm{nm^2}=4.0\times10^{-12}\ \mathrm{cm^2},
\]

because \(1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}\). The mean number of active traps per gate is therefore

\[
\lambda=NA=(10^{11}\ \mathrm{cm^{-2}})(4.0\times10^{-12}\ \mathrm{cm^2})=0.40 .
\]

No transistor contains 0.4 of a trap. The number says that 1000 transistors contain about 400 active traps between them. How many transistors are empty depends on how those traps are shared out, and this needs an assumption about their positions.

### From the mean to the chance of an empty gate

Assume that the traps lie independently of one another and uniformly over a sheet of area \(S\), much larger than \(A\). The sheet holds \(M=NS\) traps. One trap falls inside a chosen gate with probability \(A/S\) and misses it with probability \(1-A/S\). Because the positions are independent, the probabilities of missing multiply:

\[
P_0=\left(1-\frac{A}{S}\right)^{M}.
\]

To find the value for a large sheet, take the logarithm and use \(\ln(1-x)=-x-x^2/2-\dots\) with \(x=A/S\):

\[
\ln P_0=NS\left(-\frac{A}{S}-\frac{A^2}{2S^2}-\dots\right)
=-NA-\frac{NA^2}{2S}-\dots
\]

The first term does not depend on the sheet. The second vanishes as \(S\) grows at fixed \(N\). Hence

\[
P_0=e^{-NA}=e^{-\lambda}=e^{-0.40}=0.670 .
\]

About 67 percent of the transistors contain no active trap.

The sheet need not be very large for this to hold. If it has the area of 10 gates and holds 4 traps, the product formula gives 65.6 percent. For 100 gates and 40 traps it gives 66.9 percent. The second term of the logarithm accounts for nearly all of the difference: it lowers \(P_0\) by a relative amount of about \(\lambda A/(2S)\), which is 0.2 percent for 100 gates.

### The transistors that do have traps

The same reasoning gives the chance of finding \(k\) traps. There are \(\binom{M}{k}\) ways to choose which traps fall inside the gate. The chosen ones must hit and the others must miss. Since \(M=NS\), the hit probability can be written \(A/S=\lambda/M\), so

\[
P_k=\binom{M}{k}\left(\frac{\lambda}{M}\right)^k
\left(1-\frac{\lambda}{M}\right)^{M-k}.
\]

Written out, the first two factors are

\[
\frac{M(M-1)\cdots(M-k+1)}{M^k}\,\frac{\lambda^k}{k!}.
\]

For fixed \(k\) and growing \(M\), the first fraction tends to 1. The remaining factor \((1-\lambda/M)^{M-k}\) tends to \(e^{-\lambda}\), as before, since the fixed number \(k\) in the exponent no longer matters. The result is the Poisson distribution,

\[
P_k=\frac{\lambda^k}{k!}e^{-\lambda}.
\]

For \(\lambda=0.40\), the share with one trap is \(0.40\times0.670=0.268\), or 26.8 percent. The share with two or more is \(1-0.670-0.268=0.062\), or 6.2 percent.

These shares were tested by placing 256,000 points at random on a sheet of 640,000 gates and counting the points in each gate. The count gave 67.03 percent empty, 26.83 percent with one point and 6.14 percent with more. This confirms the counting argument. It cannot show that traps in a real device are placed independently.

### Why the answer is not 60 percent

Subtracting the mean from one gives \(1-\lambda=0.60\). This treats every trap as if it spoiled a different transistor. In fact some transistors hold several traps, and one with \(k\) traps is then subtracted \(k\) times instead of once. The surplus is

\[
\sum_{k\ge1}(k-1)P_k=\sum_{k\ge1}kP_k-\sum_{k\ge1}P_k
=\lambda-(1-P_0)=0.40-0.33=0.07 ,
\]

which is the gap between 60 and 67 percent.

The value \(1-\lambda\) still has a use as a lower bound. In any arrangement of traps, independent or not, the number of occupied gates cannot exceed the number of traps. So at least 60 percent of the gates are empty whenever the mean is 0.40. The bound is reached if no gate holds more than one trap. There is no comparable upper bound below 100 percent, because the same traps could be crowded into very few gates.

### How the chance scales

For a square gate of side \(L\),

\[
P_0=e^{-NL^2}.
\]

Density and area enter only through their product. Halving either one, with the other held fixed, gives \(\lambda=0.20\) and \(P_0=82\) percent. Doubling either one gives \(\lambda=0.80\) and \(P_0=45\) percent. Doubling the side at fixed density multiplies the area by four, so \(\lambda=1.6\) and \(P_0=0.449^2=0.20\).

There are two simple limits. When \(\lambda\ll1\), \(e^{-\lambda}\approx1-\lambda\), and the share of transistors with a trap is close to \(\lambda\) itself. When \(\lambda\gg1\), an empty transistor becomes exponentially rare.

In the second limit the spread of the trap count also becomes small compared with its mean, although the spread itself grows. To see this, use

\[
\langle k(k-1)\rangle=\sum_{k\ge2}\frac{\lambda^k}{(k-2)!}e^{-\lambda}
=\lambda^2 .
\]

The variance is then

\[
\langle k^2\rangle-\langle k\rangle^2=(\lambda^2+\lambda)-\lambda^2=\lambda ,
\]

and the standard deviation divided by the mean is \(1/\sqrt\lambda\). For the 20 nm gate this ratio is about 1.6: the variation between transistors exceeds the mean. The average trap density then says little about any single device.

For small changes, differentiate \(\ln P_0=-NA\) at fixed \(A\):

\[
\frac{dP_0}{P_0}=-A\,dN=-\lambda\frac{dN}{N}.
\]

A density 10 percent higher lowers \(P_0\) by about 4 percent of its value, or about 2.6 percentage points.

The formula can also be turned round to set a requirement. If 99 percent of the gates are to be empty, then

\[
N=-\frac{\ln 0.99}{A}=\frac{0.01005}{4.0\times10^{-12}\ \mathrm{cm^2}}
=2.5\times10^{9}\ \mathrm{cm^{-2}} .
\]

This is 40 times lower than the given density, for the same gate area, the same definition of an active trap and independent placement.

### Measuring the density from the empty devices

Suppose that \(n\) independent transistors are examined and a fraction \(p\) shows no trap. The estimated density is \(N=-\ln p/A\). The number of empty devices follows a binomial distribution, so the standard error of the fraction is

\[
\sigma_p=\sqrt{\frac{P_0(1-P_0)}{n}} .
\]

For \(n=1000\) this is 1.5 percentage points. Since \(|dN/dp|=1/(pA)\), the standard error of the density, for large \(n\), is

\[
\sigma_N=\frac{\sigma_p}{P_0A}
=\frac1A\sqrt{\frac{1-P_0}{nP_0}}
=5.5\times10^{9}\ \mathrm{cm^{-2}},
\]

or 5.5 percent of \(N\). This is the sampling error alone. It does not include errors in the gate area, traps missed by the measurement, or departures from independent placement.

### What the simple model leaves out

**Temperature.** Let \(E\) be the trap level, \(E_F\) the Fermi level and \(g\) a degeneracy factor. The occupancy is

\[
f=\frac{1}{1+g^{-1}e^{(E-E_F)/kT}},
\qquad
E-E_F=kT\left[\ln g+\ln\frac{1-f}{f}\right].
\]

At \(f=0.05\) the last logarithm is \(\ln19\), and at \(f=0.95\) it is \(-\ln19\). The difference between the two energies is the width of the active window,

\[
\Delta E=2kT\ln19 .
\]

The term \(\ln g\) cancels: it moves the window without widening it. At 300 K the width is 0.152 eV. If the traps have a constant density \(D\) per unit energy across this whole window, then \(N=D\,\Delta E\), which requires

\[
D=\frac{10^{11}\ \mathrm{cm^{-2}}}{0.152\ \mathrm{eV}}
=6.6\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}} .
\]

Here \(D\) counts traps with suitable switching times. At 398 K, about 125 °C, the window is wider by the factor \(398/300=1.327\). With \(D\) held fixed, \(\lambda=0.531\) and \(P_0=59\) percent, a fall of 8 points. Real switching times also change with temperature, which moves traps into and out of the measurable range. That effect is not included.

**Traps beside the gate.** A trap just outside the gate edge may still affect the channel. If every trap within a distance \(r\) of the gate counts, the relevant region is the square, four strips of area \(Lr\) and four quarter circles:

\[
A_r=L^2+4Lr+\pi r^2 .
\]

For \(r=1\) nm this is \(400+80+3.1=483\ \mathrm{nm^2}\), and \(P_0\) falls to 62 percent. If the edge reach and the higher temperature act together, their factors multiply the mean: \(\lambda=0.40\times1.327\times1.208=0.64\), which gives \(P_0=53\) percent.

**Clustering.** Traps that occur together leave more gates empty at the same average density. As a simple case, let every trap belong to a pair with separation \(s<L\) and random direction, while the pairs themselves are placed independently. There are \(N/2\) pairs per unit area. A pair hits the gate if its first member lies in the gate, or in a copy of the gate displaced by \(-\mathbf s\). The two squares together cover an area \(2A-B\), where \(B\) is their overlap.

For a pair at angle \(\theta\) to one side, the overlap is \((L-s|\cos\theta|)(L-s|\sin\theta|)\). The averages over angle are \(2/\pi\) for \(|\cos\theta|\) and for \(|\sin\theta|\), and \(1/\pi\) for \(|\cos\theta\sin\theta|\). Each pair has its own random direction, so the chance that one pair hits the gate is set by the area averaged over angle. The pairs are independent, so their chances of missing multiply and give an exponential of this averaged area, as for single traps. Therefore

\[
\bar B=L^2-\frac{4Ls}{\pi}+\frac{s^2}{\pi},
\qquad
P_0=\exp\left[-\frac N2\,(2A-\bar B)\right].
\]

With \(s=3\) nm, \(\bar B=326.5\ \mathrm{nm^2}\) and \(2A-\bar B=473.5\ \mathrm{nm^2}\). Since \(N/2=5\times10^{-4}\ \mathrm{nm^{-2}}\), the exponent is \(-0.237\) and \(P_0=79\) percent. Random placement of such pairs on the sheet of 640,000 gates also gave 79 percent.

As \(s\) tends to zero, each pair acts as one trap and \(P_0\) tends to \(e^{-\lambda/2}=82\) percent. When the pairs are so wide that the two squares never overlap, \(P_0\) returns to \(e^{-\lambda}\).

Pairing also misleads the inverse method. An empty fraction of 79 percent, read with the independent-trap formula, gives \(0.237/A=5.9\times10^{10}\ \mathrm{cm^{-2}}\), although the true density is \(10^{11}\ \mathrm{cm^{-2}}\). The shares with one and with several traps should therefore be compared with the Poisson values before the density is trusted.

**Density that varies between devices.** Let the local mean be \(\lambda x\), where \(x\) has mean 1 and variance \(v\). For a gamma distribution of \(x\),

\[
\langle e^{-\lambda x}\rangle
=\frac{1}{\Gamma(1/v)\,v^{1/v}}\int_0^\infty x^{1/v-1}e^{-x(\lambda+1/v)}\,dx
=\frac{(\lambda+1/v)^{-1/v}}{v^{1/v}}
=(1+v\lambda)^{-1/v}.
\]

A relative spread of 30 percent means \(v=0.09\), and \(P_0\) rises by only 0.5 points. The rise is small because devices with more traps and devices with fewer nearly balance. An error in the mean density has no such balance.

**Gate dimensions and atomic sites.** Let the two side lengths have independent errors with zero mean and standard deviation \(\sigma\). The mean area is unchanged, and to leading order its variance is \(2L^2\sigma^2\). Expanding the exponential to second order raises \(P_0\) by the relative amount

\[
\tfrac12N^2(2L^2\sigma^2)=\lambda^2\frac{\sigma^2}{L^2}.
\]

For \(\sigma=1\) nm this is \(0.16/400=0.0004\), or 0.03 points. An offset common to all gates is more serious: if both sides of every gate are 1 nm too long, the area grows by about 10 percent and \(P_0\) falls by about 4 percent of its value.

Traps at the interface also cannot share an atomic site. A germanium (100) surface has two atoms per \(a^2\), where \(a\) is the lattice constant. With the rough value \(a=0.57\) nm, there are about 2500 sites under the gate. If each site independently holds at most one trap, then

\[
P_0=\left(1-\frac{\lambda}{2500}\right)^{2500},
\]

which differs from \(e^{-\lambda}\) by 0.002 points. Treating the positions as continuous is harmless here.

### Comparison with a real germanium transistor

For a well-passivated germanium interface, \(D\) is very roughly \(10^{11}\) to \(10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}\). The value \(6.6\times10^{11}\) implied above lies within this range, towards its upper end, but the two numbers do not count quite the same traps. The range refers to interface traps, many of which exchange carriers with a conducting channel in well under a microsecond. That is too fast for many measurements of single-trap switching, which mostly see slower traps inside the oxide. The agreement is therefore only one of magnitude. With the 300 K window and the same gate, and if all these traps switch at measurable rates, the ends of the range give \(\lambda=0.06\) and \(0.61\), so \(P_0\) runs from about 94 to 54 percent. Real interfaces break the assumption of constant \(D\), since the density usually rises towards the band edges. The window can also be cut short. In a strongly conducting channel the Fermi level lies close to a band edge or beyond it, and interface traps, which are normally counted only inside the band gap, then occupy only part of the window. A bias that doubles the active density would bring 67 percent down to 45 percent. If the gate wraps around the channel, \(A\) must be the covered channel surface and not the footprint seen from above.

The figure of 67 percent thus follows closely from the stated density, area and independent placement. As a forecast for a real device it is much less certain, because the active density is uncertain, traps may cluster, and traps beside the gate may also count. The numerical output below lists most of the individual values.

## Calculated quantities

```
Gate side: 20 nm
Gate area: 400 nm^2
Gate area: 4.0e-12 cm^2
Active trap density: 1.0e+11 cm^-2
Mean traps per gate: 0.400
P(no trap): 67.03 %
P(one trap): 26.81 %
P(two or more): 6.16 %
Gates in random placement: 640000
Traps in random placement: 256000
Placed: no trap: 67.03 %
Placed: one trap: 26.83 %
Placed: two or more: 6.14 %
P(no trap), sheet of 10 gates: 65.610 %
P(no trap), sheet of 100 gates: 66.897 %
P(no trap), sheet of 10000 gates: 67.031 %
Linear estimate 1 - mean: 60.0 %
Excess counted by linear estimate: 7.03 points
P(no trap), half density: 81.87 %
P(no trap), double density: 44.93 %
Density for 99 % empty gates: 2.51e+09 cm^-2
Devices measured: 1000
Std error of empty share: 1.49 points
Std error of inferred density: 5.54e+09 cm^-2
Same from exact binomial sum: 5.55e+09 cm^-2
Reference temperature: 300 K
Active window at reference: 0.1522 eV
Trap density per energy: 6.57e+11 cm^-2 eV^-1
Hot temperature: 398 K
Active window when hot: 0.2020 eV
Active density when hot: 1.327e+11 cm^-2
P(no trap), hot: 58.82 % (shift -8.211 points)
Edge reach: 1.0 nm
Area with edge reach: 483.1 nm^2
P(no trap), edge reach: 61.68 % (shift -5.348 points)
Pair separation: 3.0 nm
Mean overlap area for pairs: 326.5 nm^2
P(no trap), all paired: 78.92 % (shift +11.886 points)
Placed pairs: no trap: 78.92 %
Relative density spread: 30 %
P(no trap), density spread: 67.51 % (shift +0.473 points)
Side-length error: 1.0 nm
P(no trap), side errors: 67.06 % (shift +0.027 points)
Ge lattice constant (rough): 0.566 nm
Ge(100) sites under gate: 2497
P(no trap), one per site: 67.03 % (shift -0.002 points)
```
